# When magnetic-dipole emission dominates a small conducting sphere's thermal radiation

A homogeneous sphere of radius $a$ and uniform temperature $T$ emits into vacuum. Its material is nonmagnetic and has a local relative permittivity $\varepsilon=\varepsilon'+i\varepsilon''$. Fields vary as $e^{-i\omega t}$, so $\varepsilon''>0$ means loss, and $k=\omega/c$. The sphere is small in two senses:

$$ka\ll1,\qquad ka\,|\sqrt{\varepsilon}|\ll1 .$$

The first makes it small against the wavelength outside, the second against the wavelength and the decay length inside. The problem is to find which dipole, electric or magnetic, carries more of the thermal radiation.

## (a) Find the electric dipole noise of the sphere.

**Solution.** The current driven by a field is $-i\omega\varepsilon_0(\varepsilon-1)\mathbf E$, so the real part of the conductivity is $\omega\varepsilon_0\varepsilon''$. The fluctuation-dissipation theorem, taken here as the starting law, assigns to each component of the fluctuating current density the one-sided spectrum

$$S_j\,\delta(\mathbf r-\mathbf r'),\qquad S_j=\frac{2}{\pi}\,\omega\varepsilon_0\varepsilon''\,\Theta,\qquad \Theta=\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1},$$

with different components uncorrelated. Zero-point energy is left out because it gives no net emission. The prefactor can be checked on a resistor of length $l$, cross-section $A$ and conductance $G=\sigma A/l$. Its current is $I=l^{-1}\int j\,dV$, so $S_I=S_jAl/l^2=(2/\pi)G\Theta$. Per hertz this is $2\pi S_I=4G\Theta$, which becomes Johnson noise $4Gk_BT$ at low frequency.

The current corresponds to a fluctuating polarization $\mathbf P$ with $\mathbf j=-i\omega\mathbf P$. The sphere responds to $\mathbf P$ and screens it. Since the sphere is small, electrostatics suffices, provided $\varepsilon$ is not too close to the resonance at $-2$, that is, $|\varepsilon+2|\gg(ka)^2$:

$$\nabla\cdot(\varepsilon\nabla\phi)=\nabla\cdot\mathbf P/\varepsilon_0 .$$

To find the total dipole moment $\mathbf p$ for any distribution of $\mathbf P$, compare $\phi$ with the potential $\psi$ of the same sphere in a uniform field $E_0\hat{\mathbf z}$. Inside, $\psi=-Az$; outside, $\psi=-E_0z+Bz/r^3$. Continuity of $\psi$ and of the normal displacement at $r=a$ gives

$$-A=-E_0+\frac{B}{a^3},\qquad -\varepsilon A=-E_0-\frac{2B}{a^3}.$$

Twice the first equation plus the second gives $A=3E_0/(\varepsilon+2)$. Because $\nabla\cdot(\varepsilon\nabla\psi)=0$, Green's identity in a large ball of radius $R$ reads

$$\frac1{\varepsilon_0}\int\psi\,\nabla\cdot\mathbf P\,dV=\oint_R\left(\psi\,\partial_r\phi-\phi\,\partial_r\psi\right)dS .$$

On the left, integration by parts gives $-\varepsilon_0^{-1}\int\mathbf P\cdot\nabla\psi\,dV=(A/\varepsilon_0)\int P_z\,dV$. On the right, $\psi\to-E_0R\cos\theta$, and the part of $\phi$ that survives the angular integral is $p_z\cos\theta/(4\pi\varepsilon_0R^2)$. The two terms contribute in the proportion $2:1$ and add to

$$\frac{3E_0p_z}{4\pi\varepsilon_0R^2}\oint_R\cos^2\theta\,dS=\frac{3E_0p_z}{4\pi\varepsilon_0R^2}\cdot\frac{4\pi R^2}{3}=\frac{E_0p_z}{\varepsilon_0}.$$

Therefore

$$\mathbf p=\frac{3}{\varepsilon+2}\int\mathbf P\,dV .$$

The screening factor does not depend on where the source sits. Summing over three components, with volume $4\pi a^3/3$ and $S_P=S_j/\omega^2$,

$$S_p=\frac{9}{|\varepsilon+2|^2}\cdot3\cdot\frac{4\pi a^3}{3}\cdot\frac{S_j}{\omega^2}=\frac{36\pi a^3}{\omega^2|\varepsilon+2|^2}\,S_j .$$

## (b) Find the magnetic dipole noise.

**Solution.** The moment is $\mathbf m=\tfrac12\int\mathbf r\times\mathbf J\,dV$, where $\mathbf J$ includes the current driven by the electrostatic field $-\nabla\phi$. That part contributes in proportion to

$$\int\mathbf r\times\nabla\phi\,dV=-\int\nabla\times(\mathbf r\phi)\,dV=-\oint\phi\,\hat{\mathbf n}\times\mathbf r\,dS=0,$$

since $\nabla\times\mathbf r=0$ and $\mathbf r$ is parallel to the normal $\hat{\mathbf n}$ on a sphere. Charge screening, which suppresses the electric moment, leaves the magnetic moment untouched. The inductive field of the current loops is a correction of relative order $(ka)^2|\varepsilon|$, small by assumption.

What remains is $\mathbf m=\tfrac12\int\mathbf r\times\mathbf j\,dV$. For the three unit vectors, $\sum_i|\mathbf r\times\hat{\mathbf e}_i|^2=3r^2-r^2=2r^2$. Hence

$$S_m=\frac14\,S_j\int2r^2\,dV=\frac12\,S_j\,\frac{4\pi a^5}{5}=\frac{2\pi a^5}{5}\,S_j .$$

## (c) Compare the emitted powers. When does the magnetic dipole win?

**Solution.** An oscillating electric dipole with mean square $\langle p^2\rangle$ radiates $\omega^4\langle p^2\rangle/(6\pi\varepsilon_0c^3)$. For a magnetic dipole, $p$ is replaced by $m/c$. The two fields do not interfere in the power integrated over all directions. Inserting the spectra gives the powers per unit angular frequency:

$$P_E(\omega)=\frac{12a^3\omega^3}{\pi c^3}\frac{\varepsilon''}{|\varepsilon+2|^2}\,\Theta,\qquad
P_M(\omega)=\frac{2a^5\omega^5}{15\pi c^5}\,\varepsilon''\,\Theta .$$

Their ratio is

$$\frac{P_M}{P_E}=\frac{S_m}{c^2S_p}=\frac{2\pi a^5/5}{36\pi a^3}\,k^2|\varepsilon+2|^2=\frac{(ka)^2|\varepsilon+2|^2}{90}.$$

The magnetic dipole emits more when

$$ka\,|\varepsilon+2|>\sqrt{90}\approx9.49 .$$

If $\varepsilon''\gg|\varepsilon'+2|$, as in a conductor well below its relaxation rate, this becomes $ka\,\varepsilon''>\sqrt{90}$.

The simpler form fails when the permittivity is mostly real. Take $\varepsilon=-2000+200i$ and choose $ka=0.00472$, so that $ka|\varepsilon+2|=\sqrt{90}$. Full Mie theory gives $P_M/P_E=0.99$, while $(ka\,\varepsilon'')^2/90$ gives $0.0099$. The screening factor is $3/|\varepsilon+2|$, so when $|\varepsilon|\gg2$ it depends on the magnitude of $\varepsilon$ and hardly on its phase.

## (d) Confirm both powers from absorption.

**Solution.** By Kirchhoff's law the sphere emits what it would absorb from blackbody radiation at its own temperature. With energy density $u=\omega^2\Theta/(\pi^2c^3)$ and absorption cross-section $C$, this power is $cuC=C\omega^2\Theta/(\pi^2c^2)$.

Let a plane wave of amplitude $E_0$ and intensity $\tfrac12c\varepsilon_0E_0^2$ fall on the sphere. The internal electric field found in (a) dissipates

$$\frac12\,\omega\varepsilon_0\varepsilon''\,\frac{9E_0^2}{|\varepsilon+2|^2}\,\frac{4\pi a^3}{3}=\frac{6\pi\omega\varepsilon_0a^3\varepsilon''}{|\varepsilon+2|^2}E_0^2,
\qquad C_E=\frac{12\pi ka^3\varepsilon''}{|\varepsilon+2|^2}.$$

The magnetic field $B=E_0/c$ drives eddy currents. Faraday's law on a circle at distance $\rho$ from the axis, $2\pi\rho E=\omega B\pi\rho^2$, gives $E=\omega B\rho/2$. Since $\int\rho^2dV=\tfrac23\cdot\tfrac{4\pi a^5}{5}=8\pi a^5/15$, the loss is

$$\frac12\,\omega\varepsilon_0\varepsilon''\,\frac{\omega^2B^2}{4}\,\frac{8\pi a^5}{15}=\frac{\pi}{15}\,\omega^3\varepsilon_0\varepsilon''a^5B^2,
\qquad C_M=\frac{2\pi}{15}\,k^3a^5\varepsilon'' .$$

Multiplication by $\omega^2\Theta/(\pi^2c^2)$ returns $P_E(\omega)$ and $P_M(\omega)$ of part (c). The magnetic emission is thus the reverse of eddy-current heating.

## (e) Is the sphere thinner than its skin depth at the crossover?

**Solution.** Take $\varepsilon=i\varepsilon''$. Then $\sqrt\varepsilon=(1+i)\sqrt{\varepsilon''/2}$, and fields inside decay over the skin depth $\delta=1/(k\sqrt{\varepsilon''/2})$. Putting $ka=\sqrt{90}/\varepsilon''$,

$$\frac a\delta=ka\sqrt{\frac{\varepsilon''}{2}}=\sqrt{\frac{45}{\varepsilon''}} .$$

At leading order, $a<\delta$ at the crossover requires $\varepsilon''>45$. The assumption of the derivation is stricter: at the crossover $ka|\sqrt\varepsilon|=\sqrt2\,a/\delta=\sqrt{90/\varepsilon''}$, which is small only for $\varepsilon''\gg90$.

Mie theory, which includes the finite skin depth and retardation, shows how fast the law becomes accurate. The crossover value of $ka\,\varepsilon''$ lies above $\sqrt{90}$ by 8.0 % at $\varepsilon''=45$, 1.3 % at 100, 0.32 % at 200, 0.079 % at 400 and 0.020 % at 800. From 200 upwards, each doubling of $\varepsilon''$ reduces the deviation about fourfold, as $1/\varepsilon''^2$.

## (f) For an ohmic conductor, find the crossover radius and the total powers.

**Solution.** With a frequency-independent conductivity $\sigma$, $\varepsilon''=\sigma/(\varepsilon_0\omega)\gg1$. The frequency cancels from the criterion:

$$ka\,\varepsilon''=\frac{\omega a}{c}\,\frac{\sigma}{\varepsilon_0\omega}=Z_0\sigma a,\qquad Z_0=\frac1{\varepsilon_0c},\qquad a_c=\frac{\sqrt{90}}{Z_0\sigma}.$$

One radius therefore separates the two regimes across the whole thermal spectrum, as long as the assumptions hold there. With $|\varepsilon+2|\approx\varepsilon''$ the spectra become

$$P_E(\omega)=\frac{12\varepsilon_0a^3}{\pi c^3\sigma}\,\omega^4\Theta,\qquad P_M(\omega)=\frac{2\sigma a^5}{15\pi\varepsilon_0c^5}\,\omega^4\Theta .$$

Set $x=\hbar\omega/k_BT$. Both totals need

$$\int_0^\infty\omega^4\Theta\,d\omega=\hbar\left(\frac{k_BT}{\hbar}\right)^6\int_0^\infty\frac{x^5\,dx}{e^x-1}.$$

Expanding $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$ turns the last integral into $\sum_n5!/n^6=120\,\zeta(6)=120\,\pi^6/945=8\pi^6/63$. Hence

$$P_E=\frac{32\pi^5}{21}\,\frac{\varepsilon_0\hbar a^3}{c^3\sigma}\left(\frac{k_BT}{\hbar}\right)^6,\qquad
P_M=\frac{16\pi^5}{945}\,\frac{\sigma\hbar a^5}{\varepsilon_0c^5}\left(\frac{k_BT}{\hbar}\right)^6 .$$

Their ratio is $(Z_0\sigma a)^2/90=(a/a_c)^2$. At fixed $a$ and $T$, and as long as the sphere stays thinner than its skin depth, a better conductor emits less through its electric dipole, because screening improves, and more through its magnetic dipole, because the current noise grows. At fixed $\sigma$ both powers scale as $T^6$, so within the ohmic model temperature does not shift the crossover. Heating moves the spectrum to higher frequency, where $\omega\tau$ is larger and $\varepsilon''$ smaller; with the conductivity of part (g) and the relaxation time of part (h) the crossover moves from 25.5 nm at 300 K to about 28 nm at 1000 K.

## (g) Evaluate the case of resistivity 100 µΩ cm at 300 K.

**Solution.** This resistivity is a round model value, in the rough range of resistive alloys such as nichrome. It means $\sigma=1.00\times10^6$ S/m, and

$$a_c=\frac{9.487}{(376.7\ \Omega)(1.00\times10^6\ \mathrm{S/m})}=2.52\times10^{-8}\ \mathrm m=25.2\ \mathrm{nm}.$$

The spectrum is proportional to $x^5/(e^x-1)$. Its maximum satisfies $x=5(1-e^{-x})$, so $x=4.965$. With $k_BT=25.85$ meV the peak photon energy is 128 meV, or $\omega=1.95\times10^{14}$ rad/s. There $\varepsilon''=579$ and $ka_c=0.0164$, whose product is again 9.49. The skin depth is 90 nm, so $a_c/\delta=0.28$, in agreement with $\sqrt{45/579}$.

At this frequency the powers obtained from the current noise, with the volume sum and the screening factor evaluated numerically, were tested against Mie absorption and Kirchhoff's law. The ratios are 1.000 for the electric and 1.002 for the magnetic dipole. Most of the magnetic excess comes from the cubic grid of the volume sum; the closed formulas of part (c) give 0.9996 and 1.0003.

The formulas of part (f) give these total powers:

| $a$ (nm) | $P_E$ (W) | $P_M$ (W) | $P_M/P_E$ | Mie ratio |
|---|---|---|---|---|
| 10.0 | $5.93\times10^{-17}$ | $9.35\times10^{-18}$ | 0.158 | 0.158 |
| 25.2 | $9.47\times10^{-16}$ | $9.47\times10^{-16}$ | 1.000 | 0.999 |
| 50.0 | $7.42\times10^{-15}$ | $2.92\times10^{-14}$ | 3.94 | 3.90 |

The first ratio is simply $(10.0/25.18)^2=0.158$. At 50 nm the sphere is a larger fraction of the skin depth, and the leading-order ratio is about 1 % above the Mie value.

## (h) Which neglected effects matter for a real particle?

**Solution.** Consider first the conduction electrons, with an assumed relaxation time $\tau=0.5$ fs and Fermi speed $v_F=10^6$ m/s. Their mean free path is 0.5 nm, far below $a_c$, so a local conductivity is reasonable. Three refinements were made one at a time, the rest of the ohmic model being held fixed. The reference is the total-power crossover from Mie theory, 25.2 nm.

- Drude relaxation, with $\omega\tau=0.098$ at the peak, lowers $|\varepsilon|$ and moves the crossover to 25.5 nm.
- Surface scattering at an added rate of about $v_F/a$ divides $\sigma$ by $1+v_F\tau/a$, a reduction of 2 %, and moves it to 25.7 nm.
- A bound-electron background of $10+10i$, a rough allowance, raises $|\varepsilon|$ and moves it to 24.7 nm.

Each shift is about 2 % or less for the assumed values. The free-electron Fermi speed for the density implied by $\sigma$ and $\tau$ is nearer $1.5\times10^6$ m/s, which would raise the surface-scattering shift to about 3 %. The quadrupoles of both kinds carry $3\times10^{-5}$ of the dipole power. The estimated spacing of electron levels, of order 1 µeV, is tiny beside $k_BT$.

A surface oxide is a more serious matter. Just outside a good conductor the electric field is radial and equals $3E_0\cos\theta$. In a thin shell of thickness $t$ and permittivity $\varepsilon_s$, continuity of the displacement makes it $3E_0\cos\theta/\varepsilon_s$. Since $\cos^2\theta$ averages to $1/3$, the shell dissipates

$$\frac12\,\omega\varepsilon_0\varepsilon_s''\,\frac{9E_0^2}{|\varepsilon_s|^2}\cdot\frac13\cdot4\pi a^2t=6\pi\omega\varepsilon_0a^2t\,L\,E_0^2,\qquad L=\frac{\varepsilon_s''}{|\varepsilon_s|^2}.$$

The metal core dissipates $6\pi\omega\varepsilon_0a^3E_0^2/\varepsilon''$ by part (d), so

$$\frac{\text{shell}}{\text{core}}\approx\frac ta\,\varepsilon''L .$$

The large factor $\varepsilon''$ makes a weakly lossy skin important. For $t=2$ nm on a core of radius $a_c$, this thin-shell estimate gives a doubling of the electric emission at the peak frequency when $L=0.022$. The illustrative value $\varepsilon_s=3+0.2i$ has this loss. The electrostatic solution for the coated sphere, which is not restricted to first order in $t/a=0.08$, gives a factor of 2.4. Part of the excess over 2 needs no loss in the shell: a lossless shell with $\varepsilon_s=3$ strengthens the field in the core and alone raises the electric emission by a factor of 1.2.

Eddy currents in the shell are negligible. Their loss relative to the core is the ratio of the two integrals of $\varepsilon''\rho^2$, namely $5(t/a)\,\varepsilon_s''/\varepsilon''\approx10^{-4}$. At the peak frequency the shell therefore lowers $P_M/P_E$ at $a_c$ from 1 to about 0.4. The 25 nm radius applies to a bare sphere; an oxidized alloy particle would need a larger core, by an amount that depends on the thickness of its oxide and on both the real and the imaginary part of the oxide's infrared permittivity. The value of $L$ at the peak frequency can understate the effect, because the phonon bands of an oxide lie inside the thermal spectrum and $L$ can be of order 1 there. A 2 nm model oxide with one oscillator (high-frequency permittivity 6, transverse and longitudinal phonons at 540 and 730 cm$^{-1}$, damping 30 cm$^{-1}$) has $L=0.004$ at the peak, yet it multiplies the total electric power by about 5 and moves the total-power crossover to a core radius near 46 nm.

A purer metal breaks a different assumption. At 5 µΩ cm, with the same electron density and Fermi speed, the formula gives $a_c=1.3$ nm, but the mean free path is 10 nm. The bulk conductivity then does not describe the sphere, and $\omega\tau$ at the 300 K peak is about 2, so the ohmic form of $\varepsilon$ fails as well. The rule $a_c=\sqrt{90}/(Z_0\sigma)$ is a design estimate for bare, resistive particles whose mean free path is much shorter than their radius and whose thermal frequencies satisfy both $\omega\tau\ll1$ and $\varepsilon''\gg45$. The condition on $\varepsilon''$ excludes poor conductors, for which a sphere of radius $a_c$ would not be thin against its skin depth (part (e)). The bound-electron part of the permittivity must also be small beside the conduction part $\sigma/(\varepsilon_0\omega)$. At 300 K and the electron density used here these conditions leave a narrow window: with the three refinements applied together the crossover differs from $a_c$ by about $+10$ % at 50 µΩ cm, $-5$ % at 300 µΩ cm and nearly $+50$ % at 20 µΩ cm. The values for the single refinements, the shell $3+0.2i$ and the 5 µΩ cm metal are listed in the numerical output below.

## Values computed for the example and the checks

```
sqrt(90) = 9.4868
resistivity = 100 microohm cm
conductivity = 1.000e+06 S/m
temperature = 300 K, k_B T = 25.85 meV
vacuum impedance Z0 = 376.73 ohm
crossover radius a_c = 25.18 nm
peak of emission: hbar omega / k_B T = 4.965
peak angular frequency = 1.950e+14 rad/s
peak photon energy = 128.4 meV
Im eps at peak = 579.2
ka at peak, a = a_c: 0.01638
skin depth at peak = 90.3 nm, a_c/delta = 0.279
dipole factor*(eps+2)/3, depth r/a=0.3: 1.00000
dipole factor*(eps+2)/3, depth r/a=0.6: 1.00000
magnetic noise sum / a^5 = 1.2582; 2 pi/5 = 1.2566
noise/Mie power at peak: E 1.0003, M 1.0015
Mie crossover ka*Im eps at Im eps=45: 10.2463 (+8.005 %)
Mie crossover ka*Im eps at Im eps=100: 9.6117 (+1.316 %)
Mie crossover ka*Im eps at Im eps=200: 9.5171 (+0.319 %)
Mie crossover ka*Im eps at Im eps=400: 9.4943 (+0.079 %)
Mie crossover ka*Im eps at Im eps=800: 9.4887 (+0.020 %)
mostly real eps = -2000+200i, ka = 0.00472
  M/E from Mie = 0.9915; Im-eps rule gives 0.0099
a = 10.00 nm: P_E = 5.932e-17 W, P_M = 9.355e-18 W
  M/E formula = 0.1577, Mie = 0.1577
a = 25.18 nm: P_E = 9.473e-16 W, P_M = 9.473e-16 W
  M/E formula = 1.0000, Mie = 0.9987
a = 50.00 nm: P_E = 7.415e-15 W, P_M = 2.923e-14 W
  M/E formula = 3.9424, Mie = 3.8999
quadrature shift, 32 to 48 nodes = 3.6e-15 (relative)
relaxation time = 0.50 fs, omega*tau at peak = 0.098
Fermi speed = 1.0e+06 m/s, mean free path = 0.50 nm
bound background eps = 10+10i
total-power crossover, ohmic, full Mie: 25.20 nm
total-power crossover, with Drude relaxation: 25.48 nm
total-power crossover, with surface scattering: 25.69 nm
total-power crossover, with bound background: 24.67 nm
quadrupole/dipole total power at a_c = 2.64e-05
level spacing at a_c = 0.80 microeV
oxide shell: 2 nm, eps = 3+0.2i
  oxide loss Im(-1/eps) = 0.0221
  electric emission at peak times 2.36
  loss that doubles it (thin-shell estimate) = 0.0217
purer metal, 5 microohm cm: a_c = 1.26 nm
  its mean free path = 10.0 nm
```
